\section*{Round-off leakage between symmetry sectors in the Lanczos method}

\section*{The argument under review}

The argument concerns a particle on a chain with reflection symmetry. The Hamiltonian $H$ commutes with the reflection $P$, and a Lanczos run is started from an odd vector $u$ in order to find the lowest odd level. The reasoning has three parts.

\begin{enumerate}
\item Every vector generated from $u$ is odd, so no even state can contribute.
\item Rounding errors are of relative size $10^{-16}$, so they can disturb this only in the last digits.
\item If a level below the odd band appears nevertheless, the cause must be lost orthogonality, and full reorthogonalization will remove it.
\end{enumerate}

The first part is correct in exact arithmetic. The second overlooks an instability of the recurrence, and the third proposes a remedy for a different fault.

\section*{What exact arithmetic guarantees}

Let $v_0=u$ be normalized. The Lanczos recurrence is
\begin{equation}
\beta_{k+1}v_{k+1}=(H-\alpha_k)v_k-\beta_k v_{k-1},\qquad \beta_0v_{-1}=0 .
\label{lan}
\end{equation}
By induction $v_k=p_k(H)u$, where $p_k$ is a real polynomial of degree $k$. Since $P$ commutes with $H$, $Pv_k=p_k(H)Pu=-v_k$. The $v_k$ are orthonormal, so the $p_k$ are orthonormal with respect to the spectral measure $\sigma$ of $u$, which gives each odd level its weight in $u$.

Let the odd levels fill the interval $[a,b]$, and let $y$ be the normalized even ground state, with energy $\mu<a$. Exactly, $\langle y|v_k\rangle=0$ for all $k$.

\section*{Whether rounding breaks the symmetry}

Let the chain have hopping $-t$, with sites $n$ counted from the centre. The on-site energies $h_n$ equal $e_0$, except possibly at the central site. The product $Hv$ at site $n$ is a sum of
\[
l_n=-tv_{n-1},\qquad d_n=h_nv_n,\qquad r_n=-tv_{n+1}.
\]
For odd $v$ and $h_{-n}=h_n$ one has $l_{-n}=-r_n$, $r_{-n}=-l_n$ and $d_{-n}=-d_n$. Rounding to nearest commutes with a change of sign, and rounded addition is commutative but not associative. Hence
\begin{align*}
(l+r)+d\ \text{ at } -n &= -[(r+l)+d]_n=-[(l+r)+d]_n,\\
(l+d)+r\ \text{ at } -n &= -[(r+d)+l]_n\neq-[(l+d)+r]_n\ \text{ in general}.
\end{align*}
The first order of summation keeps the vector odd to the last bit, provided each product is rounded separately. A fused multiply-add, which rounds $r_n$ but not $l_n$ before adding them, breaks the symmetry again unless the products are exact, as they are for $t=1$. The remaining Lanczos operations multiply or divide all components by common scalars and subtract component by component, so they keep it odd too. The second order generally creates an even part. An exception is $e_0=0$, where every $d_n$ vanishes for odd $v$ and the two orders agree. Leakage is therefore a property of how the product is evaluated, not an inevitable result of finite precision.

\section*{Why a small leak does not stay small}

Add the rounding error of step $k$ to the right side of (\ref{lan}) and call its projection on $y$ $f_k$. With $c_k=\langle y|v_k\rangle$ and $Hy=\mu y$,
\begin{equation}
\beta_{k+1}c_{k+1}=(\mu-\alpha_k)c_k-\beta_kc_{k-1}+f_k .
\label{forced}
\end{equation}
To see what this does, take constant coefficients, $\alpha_k=(a+b)/2$ and $\beta_k=(b-a)/4\equiv\beta$, and define $g>0$ by
\begin{equation}
\cosh g=\frac{a+b-2\mu}{b-a}.
\label{g}
\end{equation}
Then $(\mu-\alpha_k)/\beta=-2\cosh g$. An error $f_j$ made at step $j$ contributes nothing to $c_j$ and $f_j/\beta$ to $c_{j+1}$. Because $\sinh[(n+1)g]+\sinh[(n-1)g]=2\cosh g\,\sinh(ng)$, its later effect is
\begin{equation}
c_k=\sum_{j<k}(-1)^{k-j-1}\,\frac{\sinh[(k-j)g]}{\beta\sinh g}\,f_j .
\label{green}
\end{equation}
For large $k-j$ each term is proportional to $e^{gk}e^{-gj}$. The leak grows as $e^{gk}$, and the earliest errors count most. The polynomials $p_k(\mu)$ obey the same recurrence without forcing and grow at the same rate, so $|c_k/p_k(\mu)|$ settles to a constant $\delta$, the effective seed.

\section*{When the foreign level takes over}

Since late $c_k$ equal $\delta\,p_k(\mu)$ up to sign, I replace the accumulated errors by a deliberate start
\[
z=\sqrt{1-\delta^2}\,u+\delta y,\qquad w=\frac{\delta^2}{1-\delta^2},
\]
followed by exact arithmetic. This is an approximation, checked below.

After $m$ steps the lowest Ritz value $\theta_m$ is the minimum of the Rayleigh quotient over vectors $q(H)z$ with $q=\sum_{k<m}x_kp_k$. The odd and even parts are orthogonal, and the even part contributes nothing to the expectation value of $H-\mu$. Let $J_m$ be the tridiagonal matrix of the purely odd run and $p=(p_0(\mu),\dots,p_{m-1}(\mu))^T$. Dividing numerator and denominator by $1-\delta^2$ gives
\begin{equation}
\theta_m-\mu=\min_x\frac{x^T(J_m-\mu)x}{x^Tx+w(p^Tx)^2}.
\label{rr}
\end{equation}
Define $K_m=p^Tp=\sum_{k<m}p_k(\mu)^2$. For a lower bound, the eigenvalues of $J_m$ are at least $a$, and $(p^Tx)^2\le K_m\,x^Tx$ by the Cauchy--Schwarz inequality. For an upper bound, insert $x=p$. The recurrence for $p_k(\mu)$ makes every row of $(J_m-\mu)p$ vanish except the last, which lacks the term $\beta_mp_m(\mu)$ and so equals $-\beta_mp_m(\mu)$. As $\mu$ lies below all zeros of the polynomials, $p_m(\mu)$ and $p_{m-1}(\mu)$ have opposite signs, and $p^T(J_m-\mu)p=\beta_m|p_m(\mu)p_{m-1}(\mu)|$. Therefore
\begin{equation}
\frac{a-\mu}{1+wK_m}\le\theta_m-\mu\le\frac{R_m}{1+wK_m},\qquad
R_m=\frac{\beta_m|p_m(\mu)p_{m-1}(\mu)|}{K_m}.
\label{bounds}
\end{equation}
I call it a takeover when $\theta_m$ passes the midpoint between $a$ and $\mu$. The lower bound shows that this requires $wK_m\ge1$. The upper bound shows that it has happened once $1+wK_m\ge2R_m/(a-\mu)$.

It remains to find $K_m$. Let $T_n$ be the Chebyshev polynomial, and take $q(\lambda)=T_{m-1}\big((2\lambda-a-b)/(b-a)\big)$. On the band $|q|\le1$, while $|q(\mu)|=\cosh[(m-1)g]$. With $q=\sum x_kp_k$,
\begin{equation}
\cosh^2[(m-1)g]=(p^Tx)^2\le K_m\int q^2\,d\sigma\le K_m .
\label{cheb}
\end{equation}
This minimum amplification holds for every odd start, as long as $m$ does not exceed the number of distinct levels present in $u$. If $u$ occupies only a narrower interval of energies, the same proof applies with that interval and a larger $g$.

For a start spread evenly over the chain's odd modes, the levels are equally spaced in the angle $\phi$ of $\lambda=e_0-2t\cos\phi$. In the long-chain limit $\sigma$ is then $d\phi/\pi$ on $[0,\pi]$. Since $\int_0^\pi\cos^2(k\phi)\,d\phi/\pi=1/2$, $p_k=\sqrt2\,T_k$ for $k\ge1$, and
\[
K_m=1+2\sum_{k=1}^{m-1}\cosh^2(kg)\simeq\frac{e^{2g(m-1)}}{2(1-e^{-2g})}.
\]
Setting $\delta^2K_m=1$, with $w\simeq\delta^2$, gives
\begin{equation}
m_*\simeq\frac{\ln(1/\delta)}{g}+1+\frac{\ln[2(1-e^{-2g})]}{2g}.
\label{mstar}
\end{equation}
By the lower bound in (\ref{bounds}), $m_*$ estimates the earliest possible step, not the crossing itself. For this start the midpoint is crossed at $wK_m\approx5.3$, $4.1$, $3.2$ and $2.3$ for $g=0.10$, $0.37$, $0.69$ and $1.19$, which is about $8.3$, $1.9$, $0.8$ and $0.3$ steps after $m_*$; this delay does not depend on $\delta$. The result presupposes that $m_*$ is well below the dimension of the odd sector. The seed depends on the individual rounding errors and varies from start to start. If the average of $\ln(\delta/\epsilon)$, with $\epsilon$ the machine epsilon, is the same in two precisions, changing the precision shifts the average $m_*$ by $\ln(\epsilon_1/\epsilon_2)/g$, and the unknown factor cancels.

\section*{A chain with one attractive site}

Take 1201 sites, $t=1$ eV, $e_0=2$ eV, and lower the central site by $U=1.5$ eV. Odd states vanish at the centre and do not feel the well. For the even bound state try $y_n\propto e^{-g|n|}$ on a long chain:
\begin{align*}
n\ne0:&\quad \mu=e_0-t(e^g+e^{-g})=e_0-2t\cosh g,\\
n=0:&\quad \mu=e_0-U-2te^{-g}.
\end{align*}
Subtraction gives $U=t(e^g-e^{-g})=2t\sinh g$. Thus $\sinh g=0.75$, $e^g=0.75+\sqrt{1+0.75^2}=2$, and $\mu=2-2.5=-0.5$ eV. With $a=e_0-2t$ and $b=e_0+2t$, this $g$ is the one in (\ref{g}). The leak doubles at each step.

For a random odd start and the unsymmetric order of summation, the even overlap rises from $3.1\times10^{-16}$ at vector 10 to $3.1\times10^{-13}$ at vector 20 and $3.7\times10^{-4}$ at vector 50. The growth rate between vectors 20 and 50 is 0.697 per step, against $g=0.693$. The settled seed is $\delta=4.1\times10^{-19}$, or $0.0019\,\epsilon$. Part of this small factor is expected: a typical component of a normalized vector is $1/\sqrt{1201}\approx0.03$, and its rounding error scales with it. I have not separated the remaining causes.

The crude estimate $\ln(1/\epsilon)/g$ gives 52 steps. The measured seed gives $\ln(1/\delta)/g=61.1$, and the offset in (\ref{mstar}) is $1+\ln(1.5)/(2\ln2)=1.3$, so $m_*\simeq62.4$ for the earliest possible step. The bounds (\ref{bounds}), evaluated with the measured seed, place the takeover between steps 63 and 64. It occurs at step 63, which supports the equivalent-start approximation.

The lowest Ritz value shows how misleading the earlier steps are. At step 53 it is 0.0004 eV, apparently settling at the bottom of the odd band. It is $-0.030$ eV at step 62, $-0.261$ eV at step 63 and $-0.4996$ eV at step 68. Between steps 65 and 68 its distance from $\mu$ falls from 0.0206 to 0.00035 eV, a factor of 58. The factor $1/(wK_m)$ in (\ref{bounds}) suggests $4^3=64$.

Averages over 20 random starts test the precision law; the differences are taken before rounding. From single to double precision $\epsilon$ falls by $2^{29}$:
\begin{center}
\begin{tabular}{ccccc}
$U$ (eV) & single & double & difference & predicted\\
0.75 & 58.4 & 113.4 & 55.1 & 54.8\\
1.50 & 34.4 & 63.3 & 28.9 & 29.0\\
3.00 & 22.6 & 39.6 & 17.0 & 16.8
\end{tabular}
\end{center}
The scatter between starts gives the three differences standard errors of roughly 1.2, 0.6 and 0.6 steps (another set of 30 starts gave 52.9, 28.3 and 17.1), so the table confirms the law to about that accuracy and not to the last digit shown. The double-precision means exceed $\ln(1/\epsilon)/g$ by 15, 22 and 31 per cent. That expression is a leading estimate, while in the difference between the two means the unknown factor largely cancels, which leaves the rate.

\section*{The proposed remedy, and two that work}

Full reorthogonalization replaces a new vector $s$ by $s'=s-\sum_jv_j\langle v_j|s\rangle$. Its even component becomes
\[
\langle y|s'\rangle=\langle y|s\rangle-\sum_jc_j\langle v_j|s\rangle .
\]
Before takeover both factors in the sum are small, so the correction is of second order and the leak survives. In the example orthogonality holds to $9\times10^{-16}$, yet the intruder takes over at step 62. It is a true eigenstate of $H$, orthogonal to the wanted ones, and orthogonality gives no reason to reject it.

Replacing $s$ by $(s-Ps)/2$ at each step removes the even part before it can grow. The symmetric order of summation, with separately rounded products, does not create it: the largest even component in that run is zero. In both cases the lowest Ritz value after 110 steps is 0.00014 eV. This is still above the lowest odd level, 0.00003 eV, so the unprotected run meets the intruder before it resolves the level it was started to find.

\section*{Where the exponential law does not apply}

If $\mu$ lies inside the filled band, (\ref{g}) is replaced by $(a+b-2\mu)/(b-a)=\cos\varphi$, and $\sinh[(k-j)g]/\sinh g$ in (\ref{green}) becomes $\sin[(k-j)\varphi]/\sin\varphi$. Its magnitude is at most $k-j$, so for constant coefficients errors accumulate no faster than a polynomial in $k$.

A level just below the band is nearly as harmless as long as $kg$ does not exceed about 1. Without the well, the lowest even and odd levels have angles $\pi/1202$ and $2\pi/1202$. Hence
\[
\cosh g=\frac{\cos(\pi/1202)}{\cos(2\pi/1202)}\simeq1+\frac32\Big(\frac{\pi}{1202}\Big)^2,
\qquad g\simeq\frac{\sqrt3\,\pi}{1202}\approx0.0045 .
\]
After 110 steps $kg\approx0.5$, too small for the exponential form to apply. The factor in (\ref{green}) is then $\sinh(110g)/\sinh g\approx115$, hardly more than the limit of 110 for a level inside the band. The estimate $\ln(1/\epsilon)/g$ would be about 8000 steps, far beyond the odd-sector dimension of 600, where (\ref{mstar}) has no validity. In the run without a well, the norm of the even part stays below $2\times10^{-14}$ for 110 steps.

The second part of the argument is thus acceptable for that chain over such a run, but not for the chain with the well. It also fails without the well once the number of steps approaches the odd-sector dimension, where the constant-coefficient picture no longer holds. Resolving the lowest odd level takes about 600 steps. The even part of the Lanczos vectors is still near $10^{-13}$ at step 500 but has reached order one by step 600, and by step 1500 the lowest Ritz value has fallen to the lowest even level. The numerical output gives the full set of values.

\section*{Calculated quantities}
\begin{verbatim}
sites 1201, odd-sector dimension 600
hopping 1.00 eV, on-site 2.00 eV, well 1.50 eV
even bound level mu = -0.500000 eV
odd band from 0.000027 to 3.999973 eV
takeover threshold (midpoint) = -0.249986 eV
rate g = 0.69317 per step, exp(g) = 2.0000
symmetric order: largest even part = 0.0e+00
symmetric order: lowest Ritz at 110 = 0.000136 eV
sqrt(K_60): actual 5.552e+17, arcsine measure 4.713e+17
planted seed 1e-06: takeover at step 22, ln(1/seed)/g = 19.93
round-off run, unsymmetric order of summation:
  |even overlap| of vector 10 = 3.130e-16
  |even overlap| of vector 20 = 3.124e-13
  |even overlap| of vector 30 = 3.255e-10
  |even overlap| of vector 40 = 3.388e-07
  |even overlap| of vector 50 = 3.729e-04
  measured growth 0.6967 per step
  settled seed delta = 4.117e-19, delta/eps = 0.0019
  ln(1/eps)/g = 52.00 steps
  ln(1/delta)/g = 61.07 steps
  bracket from bounds: 63 to 64
  observed takeover step = 63
  lowest Ritz value at 53 = 0.00042962 eV
  lowest Ritz value at 62 = -0.02965196 eV
  lowest Ritz value at 63 = -0.26117366 eV
  lowest Ritz value at 65 = -0.47943415 eV
  lowest Ritz value at 68 = -0.49964719 eV
  lowest Ritz value at 110 = -0.50000000 eV
full reorthogonalization: takeover at 62, orthogonality error 8.9e-16
projection each step: lowest Ritz at 110 = 0.000136 eV
no well: largest even norm in 110 steps = 1.95e-14
mean takeover steps over 20 starts:
  well 0.75 eV, g 0.3667: single 58.35, double 113.40
    difference 55.05, predicted 54.81; ln(1/eps)/g 98.29
  well 1.50 eV, g 0.6931: single 34.40, double 63.30
    difference 28.90, predicted 29.00; ln(1/eps)/g 52.00
  well 3.00 eV, g 1.1948: single 22.60, double 39.55
    difference 16.95, predicted 16.82; ln(1/eps)/g 30.17
\end{verbatim}
